# 1H and 2H tautomers of 1,2,3-triazole in gas and continuum water: a numerical check

```python
"""Tautomers of 1,2,3-triazole in gas and in continuum water.

Result under test: 2H is lower in the gas, but the polarization free energy
of water is more negative for the more polar 1H form.
Differences are always 1H minus 2H.  Internal units are atomic units.
V: solute potential on the cavity surface; A: Coulomb matrix of surface charges;
f = (eps-1)/eps; U = -(f/2) V A^-1 V; G = solute energy + U, minimized.
"""
import os
os.environ["OMP_NUM_THREADS"] = "1"
import numpy as np
from scipy import constants as const
from scipy.spatial.distance import cdist
from scipy.special import erf
from pyscf import gto, scf, mp, ao2mo, lib

lib.num_threads(1)
EV = const.physical_constants["Hartree energy in eV"][0]
ANG = const.physical_constants["Bohr radius"][0] * 1e10
EPS_WATER = 78.4
F_WATER = (EPS_WATER - 1) / EPS_WATER
TEMPERATURE = 298.15
RADII = {"H": 1.20, "C": 1.70, "N": 1.55}      # angstrom, before scaling
SYMBOLS = ["N", "N", "N", "C", "C", "H", "H", "H"]
MESH = 120                                      # points per full sphere


def molecule(xyz, basis):
    return gto.M(atom=list(zip(SYMBOLS, xyz.tolist())), unit="Bohr",
                 basis=basis, verbose=0)


def starting_structure(nh_site):
    """Regular pentagon, radial hydrogens, and a pair-spring Hessian."""
    angle = 2 * np.pi * np.arange(5) / 5
    ring = np.column_stack([np.cos(angle), np.sin(angle)])
    hosts = [3, 4, nh_site]
    xy = np.vstack([1.15 * ring, 2.20 * ring[hosts]]) / ANG
    springs = [(i, (i + 1) % 5, 0.45) for i in range(5)]
    springs += [(i, (i + 2) % 5, 0.10) for i in range(5)]
    for h, host in zip((5, 6, 7), hosts):
        springs += [(h, host, 0.37), (h, (host + 1) % 5, 0.10),
                    (h, (host - 1) % 5, 0.10)]
    hessian = 0.01 * np.eye(16)
    for i, j, k in springs:
        unit = (xy[i] - xy[j]) / np.linalg.norm(xy[i] - xy[j])
        row = np.zeros((8, 2))
        row[i], row[j] = unit, -unit
        hessian += k * np.outer(row.ravel(), row.ravel())
    return np.column_stack([xy, np.zeros(8)]), hessian


def relax(xyz, hessian, basis, force_limit, max_points):
    """In-plane quasi-Newton search; returns the last evaluated point."""
    density = old_gradient = step = None
    for count in range(max_points):
        mf = scf.RHF(molecule(xyz, basis))
        mf.conv_tol = 1e-9
        mf.kernel(dm0=density)
        assert mf.converged
        density = mf.make_rdm1()
        gradient = mf.nuc_grad_method().kernel()[:, :2].ravel()
        if step is not None:
            change = gradient - old_gradient
            if change @ step > 1e-8:
                hs = hessian @ step
                hessian = (hessian + np.outer(change, change) / (change @ step)
                           - np.outer(hs, hs) / (step @ hs))
        newton = -np.linalg.solve(hessian, gradient)
        if abs(gradient).max() < force_limit or count == max_points - 1:
            break
        step = newton * min(1.0, 0.3 / abs(newton).max())
        old_gradient = gradient
        xyz = xyz.copy()
        xyz[:, :2] += step.reshape(8, 2)
    return xyz, hessian, mf, -0.5 * gradient @ newton


def cavity(centres, radii, mesh):
    """Exposed points and areas of a union of spheres, and inverse of A."""
    k = np.arange(mesh) + 0.5
    z = 1 - 2 * k / mesh
    phi = np.pi * (1 + np.sqrt(5)) * k
    rho = np.sqrt(1 - z * z)
    sphere = np.column_stack([rho * np.cos(phi), rho * np.sin(phi), z])
    points, areas = [], []
    for i, (centre, radius) in enumerate(zip(centres, radii)):
        trial = centre + radius * sphere
        outside = cdist(trial, centres) >= radii
        outside[:, i] = True
        kept = trial[outside.all(axis=1)]
        points.append(kept)
        areas.append(np.full(len(kept), 4 * np.pi * radius**2 / mesh))
    points, areas = np.vstack(points), np.concatenate(areas)
    width = 4.90 / np.sqrt(areas)               # Gaussian surface charges
    pair = np.outer(width, width) / np.sqrt(np.add.outer(width**2, width**2))
    distance = cdist(points, points)
    np.fill_diagonal(distance, 1.0)
    coulomb = erf(pair * distance) / distance
    np.fill_diagonal(coulomb, width * np.sqrt(2 / np.pi))
    return points, areas, np.linalg.inv(coulomb)


class Surface:
    """Molecular cavity with the integrals that give V from a density."""

    def __init__(self, mol, scale=1.2, mesh=MESH):
        xyz = mol.atom_coords()
        radii = np.array([scale * RADII[s] / ANG for s in SYMBOLS])
        self.points, self.areas, self.inverse = cavity(xyz, radii, mesh)
        self.nuclear = (1 / cdist(self.points, xyz)) @ mol.atom_charges()
        integrals = mol.intor("int1e_grids", grids=self.points)
        self.electron = integrals.reshape(len(self.points), -1)

    def potential(self, density):
        return self.nuclear - self.electron @ np.asarray(density).ravel()

    def energy(self, potential, factor=F_WATER):
        return -0.5 * factor * potential @ self.inverse @ potential


def solvate(gas, surface, factor=F_WATER):
    """Self-consistent Hartree-Fock in the continuum: G and density."""
    shape = gas.get_ovlp().shape
    q_nuclear = -factor * surface.inverse @ surface.nuclear
    core = gas.get_hcore() - (q_nuclear @ surface.electron).reshape(shape)
    mf = scf.RHF(gas.mol)
    mf.conv_tol = 1e-10

    def effective_potential(mol=None, dm=None, *args, **kwargs):
        dm = np.asarray(mf.make_rdm1() if dm is None else dm)
        coulomb, exchange = gas.get_jk(gas.mol, dm, hermi=1)
        q_electron = factor * surface.inverse @ (surface.electron @ dm.ravel())
        reaction = (q_electron @ surface.electron).reshape(shape)
        return coulomb - 0.5 * exchange - reaction

    mf.get_hcore = lambda *args, **kwargs: core
    mf.get_veff = effective_potential
    mf.kernel(dm0=np.asarray(gas.make_rdm1()))
    assert mf.converged
    density = np.asarray(mf.make_rdm1())
    return mf.e_tot + 0.5 * q_nuclear @ surface.nuclear, density


def dipole(mol, density):
    electronic = np.einsum("xij,ji->x", mol.intor("int1e_r"), density)
    return mol.atom_charges() @ mol.atom_coords() - electronic


# Dielectric sphere: solve the matching conditions and compare the coefficient.
for l in range(5):
    match = np.array([[1.0, -1.0], [l, EPS_WATER * (l + 1)]])
    reaction = np.linalg.solve(match, np.array([-1.0, l + 1.0]))[0]
    formula = -(l + 1) * (EPS_WATER - 1) / ((l + 1) * EPS_WATER + l)
    assert abs(reaction - formula) < 1e-12
    if l == 1:
        dipole_factor = -reaction

# Surface-charge solver against closed results for a spherical cavity.
R = 4.0
pts, _, inv = cavity(np.zeros((1, 3)), np.array([R]), MESH)
offset = np.array([0.0, 0.0, R / 2])
cases = [(np.full(len(pts), 1 / R), 1 / (2 * R)),
         (pts[:, 0] / R**3, 1 / (2 * R**3)),
         (1 / np.linalg.norm(pts - offset, axis=1), R / (2 * (R**2 - R**2 / 4)))]
sphere_error = max(abs(0.5 * v @ inv @ v / ref - 1) for v, ref in cases)
assert sphere_error < 0.02

data = {}
for name, site in (("1H", 0), ("2H", 1)):
    xyz, hess = starting_structure(site)
    xyz, hess, _, _ = relax(xyz, hess, "3-21g", 3e-3, 12)
    xyz, hess, gas, remaining = relax(xyz, hess, "6-31g*", 1e-3, 2)
    assert 0 <= remaining * EV < 0.02
    mol, dm0 = gas.mol, np.asarray(gas.make_rdm1())
    d = {"gas": gas, "remaining": remaining, "hf_small": gas.e_tot}
    d["bonds"] = [np.linalg.norm(xyz[i] - xyz[(i + 1) % 5]) * ANG
                  for i in range(5)]

    # The N-H hydrogen must be stable against leaving the ring plane.
    bent = xyz.copy()
    bent[7, 2] += 0.1 / ANG
    bent_mf = scf.RHF(molecule(bent, "6-31g*"))
    d["bend"] = bent_mf.kernel(dm0=dm0) - gas.e_tot
    assert d["bend"] > 0

    # Pair energy from the library and from the explicit orbital sum.
    pair_theory = mp.MP2(gas, frozen=5)
    e2 = pair_theory.kernel()[0]
    nocc = mol.nelectron // 2
    occ, vir = gas.mo_coeff[:, 5:nocc], gas.mo_coeff[:, nocc:]
    g = ao2mo.general(gas._eri, (occ, vir, occ, vir), compact=False)
    g = g.reshape(occ.shape[1], vir.shape[1], occ.shape[1], vir.shape[1])
    gap = gas.mo_energy[5:nocc, None] - gas.mo_energy[None, nocc:]
    denominator = gap[:, :, None, None] + gap[None, None, :, :]
    explicit = np.sum(g * (2 * g - g.transpose(0, 3, 2, 1)) / denominator)
    assert abs(explicit - e2) < 1e-7
    d["mp2_small"] = gas.e_tot + e2
    dm_mp2 = gas.mo_coeff @ pair_theory.make_rdm1() @ gas.mo_coeff.T

    large = scf.RHF(molecule(xyz, "def2-tzvp")).density_fit()
    large.conv_tol = 1e-8
    d["hf_large"] = large.kernel()
    assert large.converged
    d["mp2_large"] = d["hf_large"] + mp.MP2(large, frozen=5).kernel()[0]

    surf = Surface(mol)
    total, dm = solvate(gas, surf)
    v0, v = surf.potential(dm0), surf.potential(dm)
    d["gpol"] = total - gas.e_tot
    d["frozen"], d["u_sc"] = surf.energy(v0), surf.energy(v)
    d["distort"] = gas.energy_tot(dm) - gas.e_tot
    assert abs(d["distort"] + d["u_sc"] - d["gpol"]) < 1e-7
    assert d["u_sc"] <= d["gpol"] <= d["frozen"]
    d["charge"] = np.sum(-F_WATER * surf.inverse @ v)
    assert abs(d["charge"]) < 0.15
    d["u_mp2"] = surf.energy(surf.potential(dm_mp2))

    mu = dipole(mol, dm0)
    d["mu"] = np.linalg.norm(mu)
    d["mu_water"] = np.linalg.norm(dipole(mol, dm))
    d["mu_mp2"] = np.linalg.norm(dipole(mol, dm_mp2))
    centre = mol.atom_charges() @ xyz / mol.atom_charges().sum()
    arm = surf.points - centre
    d["u_dipole"] = surf.energy(arm @ mu / np.linalg.norm(arm, axis=1)**3)

    if name == "1H":
        # Far potential must be that of the dipole (sign and size).
        far = 60.0 * mu / d["mu"]
        grid = np.array([far, -far])
        v_far = ((1 / cdist(grid, xyz)) @ mol.atom_charges()
                 - np.einsum("gij,ji->g", mol.intor("int1e_grids", grids=grid), dm0))
        assert abs((v_far[0] - v_far[1]) / 2 * 60.0**2 / d["mu"] - 1) < 0.02
        # Stationarity: slope of G with f equals U/f.
        h = 0.02
        slope = (solvate(gas, surf, F_WATER + h)[0]
                 - solvate(gas, surf, F_WATER - h)[0]) / (2 * h)
        slope_formula = d["u_sc"] / F_WATER
        assert abs(slope - slope_formula) < 2e-5

    for label, scale, mesh in (("tight", 1.1, MESH), ("wide", 1.3, MESH),
                               ("fine", 1.2, 2 * MESH)):
        other = Surface(mol, scale, mesh)
        d[label] = solvate(gas, other)[0] - gas.e_tot
    d["area"] = other.areas.sum() * ANG**2
    data[name] = d


def diff(key):
    return (data["1H"][key] - data["2H"][key]) * EV


def show(label, key, unit, factor, digits=4):
    a, b = data["1H"][key] * factor, data["2H"][key] * factor
    print(f"{label}: 1H {a:.{digits}f}, 2H {b:.{digits}f} {unit}")


gas_gap, shift = diff("mp2_large"), diff("gpol")
assert gas_gap > 0
assert data["1H"]["mu"] > data["2H"]["mu"]
assert shift < 0
assert all(diff(key) < 0 for key in ("frozen", "tight", "wide", "fine", "u_mp2"))
kt = const.k * TEMPERATURE / const.e


def share_1h(gap):
    weight = 2 * np.exp(-gap / kt)
    return 100 * weight / (1 + weight)


area_gap = data["1H"]["area"] - data["2H"]["area"]
tension = 0.072 * 1e-20 / const.e               # rough water value, eV/angstrom^2
print(f"Water permittivity (input): {EPS_WATER:.1f}")
print(f"Conductor factor f: {F_WATER:.5f}")
print(f"Exact dipole factor on a sphere: {dipole_factor:.5f}")
print("Radii before scaling, H C N: "
      + " ".join(f"{RADII[s]:.2f}" for s in "HCN") + " angstrom; scale 1.2")
print(f"Largest error of sphere tests: {100 * sphere_error:.2f} %")
for name in ("1H", "2H"):
    print(f"{name} bonds N1N2 N2N3 N3C4 C4C5 C5N1: "
          + " ".join(f"{b:.3f}" for b in data[name]["bonds"]) + " angstrom")
show("Energy left in geometry search", "remaining", "eV", EV, 5)
show("Cost of 0.1 angstrom N-H bend out of plane", "bend", "eV", EV, 5)
show("Total energy MP2/def2-TZVP", "mp2_large", "eV", EV)
print(f"Gas difference HF/6-31G*: {diff('hf_small'):.4f} eV")
print(f"Gas difference MP2/6-31G*: {diff('mp2_small'):.4f} eV")
print(f"Gas difference HF/def2-TZVP: {diff('hf_large'):.4f} eV")
print(f"Gas difference MP2/def2-TZVP: {gas_gap:.4f} eV")
print(f"  the same: {gas_gap * const.e * const.N_A / 1000:.2f} kJ/mol")
show("Dipole in gas, HF", "mu", "e angstrom", ANG)
show("Dipole in water, HF", "mu_water", "e angstrom", ANG)
show("Dipole in gas, unrelaxed MP2", "mu_mp2", "e angstrom", ANG)
show("U with gas density (upper bound)", "frozen", "eV", EV)
show("U with polarized density (lower bound)", "u_sc", "eV", EV)
show("Cost of distorting the solute", "distort", "eV", EV)
show("Polarization free energy G_pol", "gpol", "eV", EV)
print(f"Difference of G_pol: {shift:.4f} eV")
print(f"  the same: {shift * const.e * const.N_A / 1000:.2f} kJ/mol")
bound_gap = (data["1H"]["frozen"] - data["2H"]["u_sc"]) * EV
print(f"Upper bound 1H minus lower bound 2H: {bound_gap:.4f} eV")
show("U of point dipole in same cavity", "u_dipole", "eV", EV)
print(f"Difference of U, gas density: {diff('frozen'):.4f} eV")
print(f"Difference of U, point dipoles: {diff('u_dipole'):.4f} eV")
print(f"Slope dG/df of 1H, finite difference: {slope * EV:.5f} eV")
print(f"Slope dG/df of 1H, U/f: {slope_formula * EV:.5f} eV")
print(f"Difference in water, gas + G_pol: {gas_gap + shift:.4f} eV")
print(f"G_pol difference, radius scale 1.1: {diff('tight'):.4f} eV")
print(f"G_pol difference, radius scale 1.3: {diff('wide'):.4f} eV")
print(f"G_pol difference, doubled mesh: {diff('fine'):.4f} eV")
print(f"U difference, unrelaxed MP2 density: {diff('u_mp2'):.4f} eV")
show("Total surface charge", "charge", "e", 1.0)
show("Cavity area", "area", "angstrom^2", 1.0, 2)
print(f"Area difference times rough tension: {area_gap * tension:.4f} eV")
print(f"Temperature: {TEMPERATURE:.2f} K; kT: {kt:.5f} eV")
print(f"kT ln 2 for two equivalent 1H sites: {kt * np.log(2):.4f} eV")
print(f"1H share in gas, no vibrations: {share_1h(gas_gap):.3f} %")
print(f"1H share in water, no vibrations: {share_1h(gas_gap + shift):.1f} %")
print("checks complete")
```

Output:

```
Water permittivity (input): 78.4
Conductor factor f: 0.98724
Exact dipole factor on a sphere: 0.98099
Radii before scaling, H C N: 1.20 1.70 1.55 angstrom; scale 1.2
Largest error of sphere tests: 0.23 %
1H bonds N1N2 N2N3 N3C4 C4C5 C5N1: 1.340 1.249 1.366 1.359 1.349 angstrom
2H bonds N1N2 N2N3 N3C4 C4C5 C5N1: 1.319 1.319 1.302 1.422 1.302 angstrom
Energy left in geometry search: 1H 0.01723, 2H 0.01787 eV
Cost of 0.1 angstrom N-H bend out of plane: 1H 0.00831, 2H 0.00922 eV
Total energy MP2/def2-TZVP: 1H -6578.9397, 2H -6579.1801 eV
Gas difference HF/6-31G*: 0.2171 eV
Gas difference MP2/6-31G*: 0.2584 eV
Gas difference HF/def2-TZVP: 0.1880 eV
Gas difference MP2/def2-TZVP: 0.2404 eV
  the same: 23.19 kJ/mol
Dipole in gas, HF: 1H 0.9510, 2H 0.0594 e angstrom
Dipole in water, HF: 1H 1.2217, 2H 0.0907 e angstrom
Dipole in gas, unrelaxed MP2: 1H 0.9456, 2H 0.0490 e angstrom
U with gas density (upper bound): 1H -0.3612, 2H -0.2625 eV
U with polarized density (lower bound): 1H -0.5412, 2H -0.3140 eV
Cost of distorting the solute: 1H 0.1010, 2H 0.0270 eV
Polarization free energy G_pol: 1H -0.4402, 2H -0.2870 eV
Difference of G_pol: -0.1532 eV
  the same: -14.78 kJ/mol
Upper bound 1H minus lower bound 2H: -0.0471 eV
U of point dipole in same cavity: 1H -0.3355, 2H -0.0013 eV
Difference of U, gas density: -0.0987 eV
Difference of U, point dipoles: -0.3342 eV
Slope dG/df of 1H, finite difference: -0.54824 eV
Slope dG/df of 1H, U/f: -0.54822 eV
Difference in water, gas + G_pol: 0.0872 eV
G_pol difference, radius scale 1.1: -0.1679 eV
G_pol difference, radius scale 1.3: -0.1379 eV
G_pol difference, doubled mesh: -0.1510 eV
U difference, unrelaxed MP2 density: -0.0977 eV
Total surface charge: 1H -0.0085, 2H -0.0085 e
Cavity area: 1H 101.67, 2H 101.89 angstrom^2
Area difference times rough tension: -0.0010 eV
Temperature: 298.15 K; kT: 0.02569 eV
kT ln 2 for two equivalent 1H sites: 0.0178 eV
1H share in gas, no vibrations: 0.017 %
1H share in water, no vibrations: 6.3 %
checks complete
```
